# The sign of the hopping on square and triangular lattices: verification in Python

```python
"""
Result under test: for H = -t sum(c_i^dag c_j + h.c.) over nearest neighbours,
site signs reverse the hopping on the square lattice but not on the triangular
lattice. The triangular band runs from -6t to 3t with saddle points at 2t (t > 0).

Symbols: t hopping (eV), a lattice constant (angstrom), k wave vector,
alpha = k.a1 and beta = k.a2 Bloch phases, L side of a periodic cluster.
Gamma, K, M: zone centre, zone corner, midpoint of a zone edge.
Densities and fillings are per site and per spin.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import root

t = 0.20
a = 3.0
hartree = const.physical_constants["Hartree energy in eV"][0]
hbar2_over_m = const.hbar**2 / const.m_e / const.e * 1e20  # eV angstrom^2

SQUARE = [(1, 0), (0, 1)]
TRIANGULAR = [(1, 0), (0, 1), (-1, 1)]


def cluster(L, bonds, hop):
    """Real-space Hamiltonian of an L x L periodic cluster."""
    H = np.zeros((L * L, L * L))
    for x in range(L):
        for y in range(L):
            i = x * L + y
            for dx, dy in bonds:
                j = ((x + dx) % L) * L + (y + dy) % L
                H[i, j] -= hop
                H[j, i] -= hop
    return H


def bloch(alpha, beta, bonds, hop):
    """Band energy from the sum over all neighbours, both directions."""
    total = 0
    for m, n in bonds:
        phase = m * alpha + n * beta
        total = total + np.exp(1j * phase) + np.exp(-1j * phase)
    return np.real(-hop * total)


# Real-space spectra and the checkerboard sign change
L = 12
xs, ys = np.divmod(np.arange(L * L), L)
signs = (-1.0) ** (xs + ys)
H_sq = cluster(L, SQUARE, t)
H_tri = cluster(L, TRIANGULAR, t)
assert np.allclose(signs[:, None] * H_sq * signs[None, :], -H_sq)
changed = signs[:, None] * H_tri * signs[None, :]
linked = np.abs(H_tri) > 0
unreversed = np.mean(np.isclose(changed[linked], H_tri[linked]))
assert abs(unreversed - 1 / 3) < 1e-12

e_sq = np.linalg.eigvalsh(H_sq)
e_tri = np.linalg.eigvalsh(H_tri)
e_rev = np.linalg.eigvalsh(cluster(L, TRIANGULAR, -t))
grid = 2 * np.pi * np.arange(L) / L
A, B = np.meshgrid(grid, grid, indexing="ij")
for levels, bonds in ((e_sq, SQUARE), (e_tri, TRIANGULAR)):
    assert np.allclose(levels, np.sort(bloch(A, B, bonds, t).ravel()), atol=1e-10)
assert np.allclose(e_sq, np.sort(-e_sq), atol=1e-10)
assert np.allclose([e_sq[0], e_sq[-1]], [-4 * t, 4 * t])
assert np.allclose([e_tri[0], e_tri[-1]], [-6 * t, 3 * t])
assert np.allclose([e_rev[0], e_rev[-1]], [-3 * t, 6 * t])
e_odd = np.linalg.eigvalsh(cluster(5, SQUARE, t))
assert abs(e_odd[0] + e_odd[-1]) > 0.1 * t  # odd loops spoil the symmetry

third_sq = np.trace(H_sq @ H_sq @ H_sq) / L**2
third_tri = np.trace(H_tri @ H_tri @ H_tri) / L**2
assert abs(third_sq) < 1e-12
assert abs(third_tri + 12 * t**3) < 1e-12

# Search all site phases on one triangle for the smallest worst bond error
phi = 2 * np.pi * np.arange(360) / 360
P, Q = np.meshgrid(phi, phi, indexing="ij")
errors = [np.abs(np.exp(1j * d) + 1) for d in (P, Q - P, -Q)]
best_error = np.max(errors, axis=0).min()
assert abs(best_error - 1) < 1e-10

# Two rewritten forms of the triangular band against the neighbour sum
rng = np.random.default_rng(3)
ra, rb = rng.uniform(-np.pi, np.pi, (2, 500))
direct = bloch(ra, rb, TRIANGULAR, t)
square_form = 3 * t - t * np.abs(1 + np.exp(1j * ra) + np.exp(1j * rb)) ** 2
product = np.cos(ra / 2) * np.cos(rb / 2) * np.cos((ra - rb) / 2)
assert np.allclose(direct, square_form)
assert np.allclose(direct, 2 * t - 8 * t * product)


# Stationary points found from a numerical gradient, with many starts
def gradient(p):
    h = 1e-4
    f = lambda u, v: bloch(u, v, TRIANGULAR, 1.0)
    return [(f(p[0] + h, p[1]) - f(p[0] - h, p[1])) / (2 * h),
            (f(p[0], p[1] + h) - f(p[0], p[1] - h)) / (2 * h)]


stationary = []
starts = 2 * np.pi * (np.arange(12) + 0.37) / 12
for u in starts:
    for v in starts:
        point = root(gradient, [u, v]).x
        if np.linalg.norm(gradient(point)) > 1e-7:
            continue
        z = np.exp(1j * point)
        if all(np.max(np.abs(z - np.exp(1j * q))) > 1e-4 for q in stationary):
            stationary.append(point)
e_stat = np.sort([bloch(p[0], p[1], TRIANGULAR, t) for p in stationary])
assert len(e_stat) == 6
assert np.allclose(e_stat, t * np.array([-6, 2, 2, 2, 3, 3]), atol=1e-8)

# Curvatures in Cartesian k by finite differences
a1 = a * np.array([1.0, 0.0])
a2 = a * np.array([0.5, np.sqrt(3) / 2])


def energy(k):
    return bloch(k @ a1, k @ a2, TRIANGULAR, t)


def hessian(k, h=1e-3):
    step = h * np.eye(2)
    out = np.zeros((2, 2))
    for i in range(2):
        for j in range(2):
            si, sj = step[i], step[j]
            out[i, j] = (energy(k + si + sj) - energy(k + si - sj)
                         - energy(k - si + sj) + energy(k - si - sj)) / (4 * h * h)
    return out


k_G = np.zeros(2)
k_K = np.array([4 * np.pi / (3 * a), 0.0])
k_M = np.array([0.0, 2 * np.pi / (np.sqrt(3) * a)])
unit = t * a**2
curv_G, curv_K, curv_M = hessian(k_G), hessian(k_K), hessian(k_M)
# Finite steps leave relative errors of order (h a)^2, about 1e-5
assert np.allclose(curv_G, np.diag([3, 3]) * unit, atol=1e-4 * unit)
assert np.allclose(curv_K, np.diag([-1.5, -1.5]) * unit, atol=1e-4 * unit)
assert np.allclose(curv_M, np.diag([1, -3]) * unit, atol=1e-4 * unit)
mass_G = hbar2_over_m / curv_G[0, 0]
mass_K = hbar2_over_m / curv_K[0, 0]
mass_Mx = hbar2_over_m / curv_M[0, 0]
mass_My = hbar2_over_m / curv_M[1, 1]

# Counting states: beta is integrated analytically, alpha by the midpoint rule
n_alpha = 1_000_000
alphas = -np.pi + 2 * np.pi * (np.arange(n_alpha) + 0.5) / n_alpha
cos_full, cos_half = np.cos(alphas), np.abs(np.cos(alphas / 2))


def filling(E, hop):
    ratio = (E + 2 * hop * cos_full) / (4 * abs(hop) * cos_half)
    return np.mean(1 - np.arccos(np.clip(ratio, -1, 1)) / np.pi)


fine = 2 * np.pi * (np.arange(1200) + 0.31) / 1200
FA, FB = np.meshgrid(fine, fine, indexing="ij")
counted = np.mean(bloch(FA, FB, TRIANGULAR, t) < 0.5 * t)
assert abs(counted - filling(0.5 * t, t)) < 3e-3  # finite k grid
fill_vh = filling(2 * t, t)
fill_rev = filling(-2 * t, -t)
assert abs(fill_vh - 0.75) < 1e-5 and abs(fill_rev - 0.25) < 1e-5


def mean_density(w):
    return (filling(2 * t + w, t) - filling(2 * t - w, t)) / (2 * w)


w_small, w_large = 0.001 * t, 0.01 * t
g_small, g_large = mean_density(w_small), mean_density(w_large)
log_counted = (g_small - g_large) / np.log(w_large / w_small)
log_formula = 3 / (4 * np.pi**2 * t)
assert abs(log_counted / log_formula - 1) < 0.01  # finite windows

print(f"Hopping t: {t:.2f} eV")
print(f"Lattice constant a: {a:.1f} angstrom")
print(f"Side of the even clusters: {L} sites")
print(f"Square, even side, lowest level: {e_sq[0]:.4f} eV")
print(f"Square, even side, highest level: {e_sq[-1]:.4f} eV")
print(f"Square, side 5, lowest level: {e_odd[0]:.4f} eV")
print(f"Square, side 5, highest level: {e_odd[-1]:.4f} eV")
print(f"Triangular bonds unreversed by checkerboard signs: {unreversed:.4f}")
print(f"Smallest worst bond error on a triangle: {best_error:.4f}")
print(f"Triangular Tr H^3 per site: {third_tri:.4f} eV^3")
print(f"Triangular band bottom: {e_tri[0]:.4f} eV = {e_tri[0]/hartree:.5f} hartree")
print(f"Triangular band top: {e_tri[-1]:.4f} eV = {e_tri[-1]/hartree:.5f} hartree")
e_M = energy(k_M)
print(f"Triangular saddle energy: {e_M:.4f} eV = {e_M/hartree:.5f} hartree")
print(f"Reversed hopping, band bottom: {e_rev[0]:.4f} eV")
print(f"Reversed hopping, band top: {e_rev[-1]:.4f} eV")
print(f"Reversed hopping, saddle energy: {bloch(k_M@a1, k_M@a2, TRIANGULAR, -t):.4f} eV")
print(f"Number of stationary points in the zone: {len(e_stat)}")
print("Their energies over t:", " ".join(f"{e/t:.3f}" for e in e_stat))
print(f"hbar^2/m_e: {hbar2_over_m:.4f} eV angstrom^2")
print(f"t a^2: {unit:.4f} eV angstrom^2")
print(f"Mass at Gamma: {mass_G:.3f} m_e")
print(f"Mass at K: {mass_K:.3f} m_e")
print(f"Masses at M, along x and y: {mass_Mx:.3f} and {mass_My:.3f} m_e")
print(f"Reversed hopping, mass at band bottom (K): {-mass_K:.3f} m_e")
print(f"Filling at the saddle energy: {fill_vh:.4f}")
print(f"Reversed hopping, filling at the saddle energy: {fill_rev:.4f}")
print(f"Narrow window half-width: {w_small:.4f} eV")
print(f"Mean density in narrow window: {g_small:.3f} states/eV")
print(f"Wide window half-width: {w_large:.4f} eV")
print(f"Mean density in wide window: {g_large:.3f} states/eV")
print(f"Logarithm coefficient, counted: {log_counted:.4f} states/eV")
print(f"Logarithm coefficient, formula: {log_formula:.4f} states/eV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Hopping t: 0.20 eV
Lattice constant a: 3.0 angstrom
Side of the even clusters: 12 sites
Square, even side, lowest level: -0.8000 eV
Square, even side, highest level: 0.8000 eV
Square, side 5, lowest level: -0.8000 eV
Square, side 5, highest level: 0.6472 eV
Triangular bonds unreversed by checkerboard signs: 0.3333
Smallest worst bond error on a triangle: 1.0000
Triangular Tr H^3 per site: -0.0960 eV^3
Triangular band bottom: -1.2000 eV = -0.04410 hartree
Triangular band top: 0.6000 eV = 0.02205 hartree
Triangular saddle energy: 0.4000 eV = 0.01470 hartree
Reversed hopping, band bottom: -0.6000 eV
Reversed hopping, band top: 1.2000 eV
Reversed hopping, saddle energy: -0.4000 eV
Number of stationary points in the zone: 6
Their energies over t: -6.000 2.000 2.000 2.000 3.000 3.000
hbar^2/m_e: 7.6200 eV angstrom^2
t a^2: 1.8000 eV angstrom^2
Mass at Gamma: 1.411 m_e
Mass at K: -2.822 m_e
Masses at M, along x and y: 4.233 and -1.411 m_e
Reversed hopping, mass at band bottom (K): 2.822 m_e
Filling at the saddle energy: 0.7500
Reversed hopping, filling at the saddle energy: 0.2500
Narrow window half-width: 0.0002 eV
Mean density in narrow window: 3.795 states/eV
Wide window half-width: 0.0020 eV
Mean density in wide window: 2.920 states/eV
Logarithm coefficient, counted: 0.3800 states/eV
Logarithm coefficient, formula: 0.3800 states/eV
ALL CHECKS PASSED
```
